Fano transmission lines and the phase between resonant and direct paths

A silicon waveguide splits in two. One arm leads light directly to the output. The other passes it through a microring resonator, which delivers appreciable power only near its resonance. When the arms recombine, the output need not show a symmetric peak. It may rise on one side of the resonance and fall nearly to zero on the other. A heater on one arm can turn this shape into its mirror image without changing the resonator, provided its heat does not reach the ring. What, then, does the asymmetry measure?

Two derivations of the line shape follow. The first follows the driven resonator in time. The second uses the pole and zero of the transmission amplitude.

**The quantities to be related**

Fields vary as exp(-iωt). Let t(ω) be the transmitted amplitude divided by the incident amplitude, both normalized so that their squared moduli are powers. The transmission is T = |t|². The resonance has centre ω₀ and energy decay rate Γ, and detuning is measured in half-widths:

ε = 2(ω - ω₀)/Γ.

The direct path has amplitude d exp(iφ_d), with d > 0, taken as constant over the line. At ε = 0 the resonant path has amplitude ηd exp(iφ_r). Thus η > 0 is a ratio of amplitudes, and

φ = φ_r - φ_d

is the relative phase at the centre of the resonance. The result to be derived is

T = d²[(ε + q)² + b²]/(1 + ε²),   (1)

q = -η sin φ,  b = 1 + η cos φ.   (2)

The sign in front of η sin φ depends on the time convention. With exp(+iωt) all amplitudes are complex conjugated, the measured phase becomes φ′ = -φ, and the same q reads +η sin φ′.

**First derivation: a driven mode and a second path**

Let a be the mode amplitude, with |a|² its stored energy. Without drive the energy decays at rate Γ, so the amplitude decays at Γ/2. An incident wave s exp(-iωt) drives the mode through a coupling constant k₁:

da/dt = -(iω₀ + Γ/2)a + k₁s exp(-iωt).

In the steady state a = a₀ exp(-iωt), and the time derivative gives -iωa₀. Collecting the terms in a₀,

[Γ/2 - i(ω - ω₀)]a₀ = k₁s.

The mode radiates into the output with amplitude k₂a₀. Adding the direct wave and dividing by s,

t = d exp(iφ_d) + k₁k₂/[Γ/2 - i(ω - ω₀)]
  = d exp(iφ_d) + (2k₁k₂/Γ)/(1 - iε).

The numerator 2k₁k₂/Γ is the resonant amplitude at ε = 0, which was named ηd exp(iφ_r). Taking out the direct amplitude,

t = d exp(iφ_d)[1 + η exp(iφ)/(1 - iε)].   (3)

Put the bracket over a common denominator. Its numerator is

1 - iε + η cos φ + iη sin φ = (1 + η cos φ) - i(ε - η sin φ).

The squared modulus of the numerator is (1 + η cos φ)² + (ε - η sin φ)², and that of the denominator is 1 + ε². Multiplication by d² gives (1) and (2).

Equation (3) also shows the mechanism. The phase of 1/(1 - iε) is arctan ε, which rises from -π/2 to +π/2 across the resonance. Let α be the size of this extra phase at equal distances on the two sides. If φ lies between 0 and π, then cos(φ + α) < cos(φ - α), so the resonant wave is closer to opposition with the direct wave on the high-frequency side than on the low-frequency side. The two sides therefore interfere differently.

**Second derivation: a pole and a zero**

Now make no statement about an equation of motion. Suppose that near the real frequencies of interest t has one simple pole. A response decaying as exp(-iω₀t - Γt/2) corresponds to a pole at ω = ω₀ - iΓ/2, that is, at ε = -i. Subtracting the pole term leaves a regular function. If that function varies slowly, it can be replaced by a constant C:

t = C + P/(ε + i).

Far from the resonance on the scale of Γ, but still within the range where C is constant, t tends to C. Hence C is the direct amplitude, with |C| = d. For C ≠ 0,

t = C(ε - z)/(ε + i),  z = -i - P/C.   (4)

The amplitude has one zero, at the complex detuning z. For real ε,

T = d²[(ε - Re z)² + (Im z)²]/(1 + ε²).   (5)

The shape is thus fixed by the position of the zero relative to the pole. To find that position from the interference, evaluate (4) at ε = 0. Since -z/i = iz,

t(0)/C = iz.

This ratio is the direct part, 1, plus the resonant part, η exp(iφ). Therefore

z = -i[1 + η exp(iφ)] = η sin φ - i(1 + η cos φ).

With Re z = -q and Im z = -b, equation (5) is equation (1). The relative phase moves the zero around a circle of radius η centred on the pole at -i. A displacement along the real direction makes the line asymmetric.

**What the phase controls**

Expand the numerator of (1) and subtract 1 + ε²:

T/d² = 1 + (A + Bε)/(1 + ε²),   (6)

A = q² + b² - 1 = η² + 2η cos φ,
B = 2q = -2η sin φ.

The term in B is the part that is odd in detuning:

T(ε) - T(-ε) = -4d²η sin φ · ε/(1 + ε²).   (7)

At fixed d and η the asymmetry is thus proportional to sin φ. Changing the sign of φ reflects the line about ω₀. If sin φ = 0 the line is symmetric, but its form still depends on η. For φ = 0, A is positive and there is a peak. For φ = π, A = η(η - 2), which gives a dip when η < 2, a flat response when η = 2, and a peak when η > 2.

Two limits help in reading (6). For η much less than 1 and φ not close to ±90°, A is close to 2η cos φ, so a weak resonance then adds to the background a symmetric part proportional to cos φ and an odd part proportional to sin φ. If instead d tends to zero while the resonant amplitude r = ηd stays fixed, then d²A tends to r² and d²B tends to zero. What remains is the Lorentzian r²/(1 + ε²).

**The parameter found by a fit**

A measured line is sometimes fitted by a constant floor T_b plus a profile with a real Fano parameter:

T = T_b + F(ε + q_F)²/(1 + ε²),  F > 0.

This form describes (6) for any B ≠ 0, but q_F need not equal q. To compare them, use

(ε + q_F)²/(1 + ε²) = 1 + (q_F² - 1 + 2q_Fε)/(1 + ε²).

Matching with (6) requires

T_b + F = d²,  F(q_F² - 1) = d²A,  2Fq_F = d²B.

Dividing the second condition by the third gives q_F - 1/q_F = 2A/B, a quadratic equation with roots (A ± R)/B, where R = √(A² + B²). Since F is positive, q_F must have the sign of B. Because R > |A|, this selects

q_F = (A + R)/B.   (8)

Then F = d²B/(2q_F) = d²B²/[2(A + R)] = d²(R - A)/2, and the floor is

T_b = d²[1 + (A - R)/2].

It is reached at ε = -q_F. For the peak, use the identity

(1 + ε²)(1 + q_F²) - (ε + q_F)² = (1 - q_Fε)² ≥ 0.

The profile therefore has its maximum 1 + q_F² at ε = 1/q_F. From the matching conditions, F(1 + q_F²) = d²A + 2F = d²R, so

T_max = T_b + d²R = d²[1 + (A + R)/2].

To see how q_F differs from q, insert A = q² + b² - 1 and B = 2q:

q_F - 1/q_F = q - 1/q + b²/q.

For positive x, the function x - 1/x increases with x. Hence q_F = q if b = 0, and |q_F| > |q| otherwise; the case of negative q follows by reversing both signs. The fitted q_F alone is therefore not -η sin φ when b differs from zero. The three fitted numbers together do give it: since d² = T_b + F and Fq_F = d²q, q = Fq_F/(T_b + F).

**When the phase alone fixes the line**

A zero at a real frequency requires b = 0, or

η cos φ = -1.

This needs η ≥ 1. Substituting η = -1/cos φ into (2) gives

q = tan φ.   (9)

The line is then the pure Fano profile T = d²(ε + q)²/(1 + ε²). In an arbitrary interferometer this is a special setting. In one important class of systems it follows from power conservation and reciprocity.

Consider a lossless reciprocal structure with two ports, one resonance and a constant nonzero direct transmission. Its scattering matrix S is unitary because power is conserved, and symmetric because the structure is reciprocal. A single mode is excited by one combination of ports and radiates into one combination, so its pole term has rank one. Symmetry allows this term to be written with a single column vector u:

S = C + uuᵀ/(ε + i).

Here C is the 2×2 matrix of direct amplitudes. It is symmetric and unitary, as the limit of large |ε| shows. The determinant of a matrix plus a rank-one term gives

det S = det C · (ε + i + w)/(ε + i),  w = uᵀC⁻¹u.

Unitarity makes |det S| = |det C| = 1, so for every real ε

(ε + Re w)² + (1 + Im w)² = ε² + 1.

Hence Re w = 0, and Im w is 0 or -2. Suppose it were 0. The unitary matrix C⁻¹S is the identity plus a rank-one term, so one of its two eigenvalues is 1. Its determinant would also be 1, making the other eigenvalue 1. A unitary matrix with both eigenvalues 1 is the identity, so u would vanish and there would be no resonance. Therefore w = -2i and

det S = det C · (ε - i)/(ε + i).   (10)

A second expression comes from the inverse. For a 2×2 matrix, (S⁻¹)₁₂ = -S₁₂/det S. Unitarity and symmetry give (S⁻¹)₁₂ = S₂₁* = S₁₂*. Thus

det S = -S₁₂/S₁₂*,

and likewise det C = -C₁₂/C₁₂*. Now insert S₁₂ = C₁₂(ε - z)/(ε + i) from (4):

det S = det C · (ε - z)(ε - i)/[(ε - z*)(ε + i)].

Comparison with (10) gives ε - z = ε - z*. The zero is real, b = 0, and (9) holds. The structure need not be mirror symmetric. Since the peak d²(1 + q²) cannot exceed 1, the phase also obeys |tan φ| ≤ √(1 - d²)/d.

A chain of coupled cavities tests this phase relation. Let neighbouring cavities be coupled by -J, and measure frequencies from the common cavity frequency of the two long leads. Two central cavities have detunings 0.5J and -0.3J and are coupled to each other by -0.8J. A side cavity at -0.6J couples to them with strengths 0.03J and 0.015J. The centre and width of the resonance are found with the lead terms held at their values for -0.6J. Inverting the matrix of this open system then gives φ = 154.89° and η = 1.105 at the resonance, so tan φ = -0.4687. The numerically located transmission zero gives q = -0.4686. The two values agree to within 2 × 10⁻⁴. If the centre and width are instead taken from the pole with frequency-dependent lead terms, both values move to -0.4690, so the last digit depends on that choice while the agreement remains.

Absorption in the mode changes the line in a definite way. Let Γ_e be the decay rate into the ports and f = Γ_e/Γ. If absorption alters neither the couplings nor ω₀, the amplitude 2k₁k₂/Γ is multiplied by f, while its phase stays the same. Starting from the lossless values η cos φ = -1 and η sin φ = -tan φ,

q = f tan φ,  b = 1 - f.

The zero is filled in, although φ has not changed. With absorption equal to the external decay, f = 1/2, the chain gives η = 0.552 and the same φ to the printed digits. Its minimum rises from zero to 0.182, as the formula for T_b also gives.

**A microring in an interferometer**

In the ring interferometer, unused ports carry power away. The two-port argument therefore does not apply, and a heater can set φ freely.

Take a ring of radius 10 µm near 1550 nm. Its circumference is L = 62.83 µm, its group index 4.2 and its loss 3 dB/cm. Two identical couplers at opposite sides each transfer a power fraction κ² = 0.02, with τ² = 1 - κ². Let A_t be the propagation amplitude per turn and θ the phase per turn measured from resonance. Summing the waves that leave after half a turn, one and a half turns and so on gives, up to a sign absorbed in the heater setting,

D = -κ²√A_t exp(iθ/2)/[1 - τ²A_t exp(iθ)].

Define Λ = -ln(τ²A_t) and v = (Λ - iθ)/2. Then √A_t exp(iθ/2) = exp(-v)/τ, and the denominator is 1 - exp(-2v) = 2exp(-v) sinh v. Thus

D = -κ²/(2τ sinh v) ≈ -[κ²/(τΛ)]/(1 - iθ/Λ),

where sinh v ≈ v near resonance. This is the single-mode response with ε = θ/Λ.

The couplers contribute -ln 0.98 = 0.0202 to Λ and propagation contributes 0.0022, giving Λ = 0.02237. The peak amplitude is 0.02/(0.990 × 0.02237) = 0.903. One free spectral range, 9.10 nm, corresponds to 2π in θ. The full width is therefore 9.10 nm × 2Λ/(2π) = 64.8 pm, or 8.09 GHz.

At both the splitter and the combiner the direct arm has a power share of 0.35, so its amplitude is 0.35. It is also 20 µm longer than the other arm, not counting the half turn in the ring, whose phase is already in D, and the extra loss reduces this to d = 0.3498. The resonant amplitude is 0.65 × 0.903, and hence η = 1.678.

For φ = 90°, q = -1.678 and b = 1, but (8) gives the fitted parameter q_F = -2.14. The phase drift treated below moves a fit over |ε| ≤ 6 to q_F = -2.15 and the recovered q to -1.67. For an exact zero in the constant-phase model, cos φ = -1/1.678, so φ = 126.58° or its negative. At the positive value q = tan φ = -1.348. The dip lies at ε = +1.348. Positive ε means a shorter wavelength, so with a half-width of 32.4 pm the dip is 43.7 pm below the resonance wavelength. The peak, T = 0.345, is 24.1 pm above it. Reversing φ exchanges the two sides.

The arm imbalance shows what "slowly varying" must mean. Let the arm have the same group index as the ring. Across a detuning ε the longer direct arm then gains an extra phase θ × 20 µm/L = σε, where σ = 0.0071 rad. The relative phase is then φ - σε. For a general phase change δφ, the interference term in T is the one that changes, and |exp(iδφ) - 1| ≤ |δφ| gives

|δT| ≤ 2d²η|δφ|/√(1 + ε²).   (11)

For δφ = -σε the right side stays below 2d²ησ = 0.0029. The round-trip sum confirms the size: for phases in steps of 15° and |ε| ≤ 6, its largest difference from (1) is 0.0029 in T. With equal arms it is 0.00007, due to replacing sinh v by v.

At φ = 90° the drift can be followed explicitly. The interference term is 2d²η(cos φ - ε sin φ)/(1 + ε²). Using φ - σ at ε = 1 and φ + σ at ε = -1 changes T(1) - T(-1) from -2d²η to about -2d²η(1 - σ), or from -0.4106 to -0.4077. The round-trip sum gives -0.4077.

Drift also shifts the heater setting at which the dip reaches zero. Near the zero setting, a phase error δ changes b by -η sin φ · δ = qδ. To leading order the minimum is d²q²δ²/(1 + q²). If the heater is left at 126.58°, the drift at the dip is |δ| = 1.348σ = 0.0096 rad and the minimum is 7 × 10⁻⁶, as found in the round-trip sum. This is an offset, not a limit: raising φ by about 0.55°, to 127.12°, restores an exact zero. A heater error of 1° away from that setting gives 2.4 × 10⁻⁵.

**The model beside a real ring**

The ring parameters are rough assumed values for a silicon strip waveguide, and they give a loaded quality factor of about 24,000. One assumption that is easily broken is a fixed resonance frequency. With a rough thermo-optic coefficient of 1.8 × 10⁻⁴ per kelvin, and with the effective index taken to change by as much as the silicon index, the line moves by 1550 nm × 1.8 × 10⁻⁴/4.2 = 66 pm/K. A change of 0.5 K shifts it by one half-width, so heat leaking from the phase heater to the ring would move the line as well as change its shape. At 10 µW input the circulating power is 0.27 mW. If all lost power became heat, a rough thermal resistance of 10⁴ K/W would give a shift of 0.8 pm. Scaled linearly to 1 mW input, the estimate exceeds the full width, so the linear model could not be trusted there. Two-photon absorption is estimated at 2 × 10⁻⁴ of the linear loss at 10 µW. Sidewall backscattering couples the two senses of circulation. For a lossless coupling of amplitude ρ per turn it changes the peak factor 1/Λ to Λ/(Λ² + ρ²). This is the drop amplitude at ε = 0. An assumed ρ = 0.001 reduces it by 0.2%, or 0.4% in power. The value of ρ in a real ring depends on its roughness and couplers and may be larger: ρ = 0.005 already lowers the amplitude by about 5% and changes T by about 0.03, and when ρ approaches Λ the single-mode description fails.

**What each derivation assumes**

The driven-mode derivation assumes a linear mode with constant decay rate and couplings, together with a constant direct wave. It needs neither power conservation nor reciprocity. It identifies η and φ with paths that can be altered separately, which suits the ring interferometer.

The pole-and-zero derivation replaces the equation of motion by an assumption about the response: one nearby pole and a constant remainder. It applies even when the direct and resonant waves pass through the same cavities, as in the chain. It also needs no conservation law to reach (1). The further assumptions of two ports, no loss and reciprocity force the zero onto the real axis and turn q = -η sin φ into q = tan φ.

Neither derivation covers, in general, a second resonance that overlaps the first, a direct amplitude that changes appreciably within a linewidth, or light strong enough to shift the resonance itself. For phase drift, (11) gives an upper bound on the error in T. The complete numerical output follows.

Table of computed values

```
CHAIN TWO-PORT (frequencies in units of hopping rate J)
full width: 1.5752e-03 J; direct power |t_d|^2: 0.7805
eta: 1.1047; phi: 154.89 deg
tan(phi): -0.4687; q from zero: -0.4686
with absorption: eta 0.5522, phi 154.89 deg
with absorption: T_min 0.1821, formula 0.1820
SILICON RING INTERFEROMETER: INPUTS
wavelength 1550 nm; radius 10 um; group index 4.2
loss 3.0 dB/cm; ring coupling 0.020; direct share 0.35
arm imbalance 20 um
DERIVED LINE PARAMETERS
circumference 62.83 um; free spectral range 9.10 nm
Lambda 0.02237; peak drop amplitude 0.9030
full width 64.8 pm = 8.09 GHz
quality factor 23907
direct amplitude d 0.3498; d^2 0.1223; eta 1.6782
phase for exact zero 126.58 deg; tan -1.3477
DEVICE T AT eps = -1, 0, +1 (round-trip sum)
phi    0.00 deg: 0.5013 0.8774 0.5013; T(+1)-T(-1) -0.0000, formula -0.0000
phi   90.00 deg: 0.4984 0.4668 0.0908; T(+1)-T(-1) -0.4077, formula -0.4106
phi  126.58 deg: 0.3351 0.2222 0.0077; T(+1)-T(-1) -0.3274, formula -0.3297
phi  180.00 deg: 0.0878 0.0563 0.0878; T(+1)-T(-1) +0.0000, formula -0.0000
phi  -90.00 deg: 0.0908 0.4668 0.4984; T(+1)-T(-1) +0.4077, formula +0.4106
DIP AND PEAK (wavelength shift from resonance)
phi   90.00 deg: q -1.6782, b 1.0000, q_F -2.1445
  formula: dip 0.02660 at -69.5 pm, peak 0.5626 at +15.1 pm
  device:  dip 2.77e-02 at -69.8 pm, peak 0.5615 at +15.0 pm
phi  126.58 deg: q -1.3477, b 0.0000, q_F -1.3477
  formula: dip 0.00000 at -43.7 pm, peak 0.3445 at +24.1 pm
  device:  dip 7.25e-06 at -44.0 pm, peak 0.3428 at +23.9 pm
phi -126.58 deg: q +1.3477, b 0.0000, q_F +1.3477
  formula: dip 0.00000 at +43.7 pm, peak 0.3445 at -24.1 pm
  device:  dip 7.25e-06 at +44.0 pm, peak 0.3428 at -23.9 pm
NEGLECTED EFFECTS (rough inputs)
phase drift 0.00712 rad per half-width; T error bound 0.00292
largest T error, |eps|<=6: Lorentzian only 6.6e-05, with drift 2.9e-03
thermo-optic coefficient 1.8e-04 /K; shift 66.4 pm/K
temperature change for one half-width 0.49 K
input 10 uW; circulating 0.266 mW; thermal resistance 1e+04 K/W
self-heating if all loss is heat 0.0115 K = 0.77 pm
two-photon/linear absorption 1.9e-04 (beta 5e-12 m/W, area 0.1 um^2)
backscatter amplitude 1e-03 per turn; relative peak change 2.0e-03
splitter slope 0.5 %/nm; change over 0.195 nm: 0.10 %
dip T for 1 deg heater phase error 2.4e-05
```
